# Hydrogen diffusion slowed by dilute traps: an examination question

**The system.** Hydrogen moves through a solid containing $N_L$ equivalent lattice sites and $N_T$ trap sites per unit volume. Each site holds at most one atom. A trapped atom has a free energy lower by $E_b>0$ than an atom on a lattice site, apart from the entropy of distributing atoms among sites, which is counted separately. Interactions between hydrogen atoms on different sites are neglected.

The data are round model parameters, assigned to no particular material:

$$
r=\frac{N_T}{N_L}=10^{-5},\qquad E_b=0.5\ \text{eV},\qquad T=300\ \text{K}.
$$

The occupied fractions of lattice and trap sites are $\theta_L$ and $\theta_T$. The corresponding concentrations are $C_L=N_L\theta_L$ and $C_T=N_T\theta_T$, and $C=C_L+C_T$. The trap-free diffusivity at the same temperature is $D_L$. Write $K=\exp(E_b/k_BT)$.

## (a) Equilibrium between lattice and traps

**Question.** Derive the relation between $\theta_T$ and $\theta_L$ in equilibrium. Find its form when both occupancies are small, and state what "dilute" must mean here.

**Answer.** Consider a volume with $M_L$ lattice sites and $M_T$ traps, holding $n_L$ and $n_T$ atoms. With the lattice energy as zero, the free energy is

$$
F=-n_TE_b-k_BT\left[\ln\binom{M_L}{n_L}+\ln\binom{M_T}{n_T}\right].
$$

For large numbers, Stirling's formula gives

$$
\ln\binom{M}{n}\simeq M\ln M-n\ln n-(M-n)\ln(M-n).
$$

Its derivative with respect to $n$ is

$$
-\ln n-1+\ln(M-n)+1=\ln\frac{M-n}{n}.
$$

The chemical potentials $\mu=\partial F/\partial n$ are therefore

$$
\mu_L=k_BT\ln\frac{\theta_L}{1-\theta_L},\qquad
\mu_T=-E_b+k_BT\ln\frac{\theta_T}{1-\theta_T}.
$$

Atoms exchange between the two kinds of site until $\mu_L=\mu_T$. Dividing by $k_BT$ and exponentiating gives

$$
\frac{\theta_T}{1-\theta_T}=K\frac{\theta_L}{1-\theta_L}.
$$

If $\theta_L\ll1$ and $\theta_T\ll1$, both denominators may be replaced by one:

$$
\theta_T=K\theta_L .
$$

The stricter condition is $K\theta_L\ll1$, because $K$ is large. Few traps are not enough: the traps must also be nearly empty. If they are few but full, they cannot take up more hydrogen.

## (b) The effective diffusivity

**Question.** Assume local equilibrium and nearly empty traps. Derive the diffusion equation for the total concentration $C$.

**Answer.** From part (a),

$$
\frac{C_T}{C_L}=\frac{N_T\theta_T}{N_L\theta_L}=rK .
$$

Hence

$$
C=C_L+C_T=(1+rK)C_L\equiv RC_L,\qquad R=1+rK .
$$

A fraction $1/R$ of the hydrogen is on lattice sites. Assume that this hydrogen alone carries the current, so that there is no direct transport from trap to trap:

$$
\mathbf J=-D_L\nabla C_L .
$$

Capture and release exchange hydrogen between $C_L$ and $C_T$ but leave their sum unchanged. Conservation therefore applies to the total:

$$
\frac{\partial C}{\partial t}=-\nabla\cdot\mathbf J=D_L\nabla^2C_L .
$$

Here $D_L$ is uniform. Since $R$ is also uniform in the dilute limit, substituting $C_L=C/R$ gives

$$
\frac{\partial C}{\partial t}=D_{\rm eff}\nabla^2C,\qquad
D_{\rm eff}=\frac{D_L}{1+rK}.
$$

The lattice jumps have not become slower. A change in $C_L$ must be accompanied by a change $rK$ times larger in the trapped concentration, so more hydrogen has to be delivered before the profile can advance.

## (c) The reduction at 300 K

**Question.** Show that the diffusivity is reduced by a factor of about 2500. How sensitive is this number to the binding energy?

**Answer.** At 300 K, $k_BT=0.025852$ eV. Therefore

$$
\frac{E_b}{k_BT}=\frac{0.5}{0.025852}=19.341,\qquad
K=e^{19.341}=2.510\times10^8 .
$$

The ratio of trapped to mobile hydrogen is

$$
rK=10^{-5}\times2.510\times10^8=2510,
$$

and adding one gives

$$
\boxed{R=\frac{D_L}{D_{\rm eff}}\simeq2.51\times10^3 } .
$$

The mobile fraction is $1/R=3.98\times10^{-4}$. Although there is one trap for every $10^5$ lattice sites, the Boltzmann factor more than compensates for their scarcity.

Differentiating $R=1+rK$ at fixed temperature gives

$$
\frac{1}{R}\frac{\partial R}{\partial E_b}
=\frac{rK}{1+rK}\frac{1}{k_BT}\simeq\frac{1}{k_BT},
$$

where the last form uses $rK\gg1$. A change of 0.01 eV is more than a third of $k_BT$, so its effect is large. For $E_b=0.49$ eV, $R\simeq1706$; for $E_b=0.51$ eV, $R\simeq3696$. The factor 2500 thus belongs to the stated binding free energy. If 0.5 eV were instead a binding energy that includes the zero-point and thermal vibrational energy but not the vibrational entropy, $K$ would need the additional factor $\exp(\Delta S/k_B)$, where $\Delta S$ is the vibrational entropy of a trapped atom minus that of a lattice atom. If it were a static energy with no vibrational part at all, the factor would be $\exp(-\Delta F_{\rm vib}/k_BT)$, with $\Delta F_{\rm vib}$ the corresponding difference in vibrational free energy. For hydrogen the zero-point part of this difference can matter more than the entropy.

## (d) The same factor from individual jumps

**Question.** Let traps replace some sites of a simple cubic lattice with jump length $a$. An atom waits a mean time $\tau$ on a lattice site and $K\tau$ in a trap, then jumps to any neighbour with equal probability. Find the long-time diffusivity without using the diffusion equation of part (b).

**Answer.** The waiting times describe traps whose surrounding barrier tops have the same height as those elsewhere. Escape from a trap requires the additional energy $E_b$, while entry has the ordinary lattice barrier.

Let $\mathbf s_i$ be the $i$th jump. After $n$ jumps,

$$
\left\langle\left|\sum_{i=1}^{n}\mathbf s_i\right|^2\right\rangle
=\sum_i\langle|\mathbf s_i|^2\rangle
+\sum_{i\ne j}\langle\mathbf s_i\cdot\mathbf s_j\rangle
=na^2 .
$$

The cross terms vanish because each jump direction is chosen without bias, whatever site the atom occupies and however it arrived there. Traps alter the waiting times and leave the statistics of the jump directions unchanged.

In a large periodic cell, the unbiased walk visits all sites equally often in the long run: a uniform distribution is unchanged by a jump, since each site receives $1/6$ of the probability from each of its six neighbours. The fraction of visits made to traps is therefore

$$
f=\frac{N_T}{N_L+N_T}=\frac{r}{1+r}.
$$

The mean waiting time per jump is

$$
\bar\tau=(1-f)\tau+fK\tau
=\frac{1}{1+r}\tau+\frac{r}{1+r}K\tau
=\tau\frac{1+rK}{1+r}.
$$

After a long time $t$ there have been on average $t/\bar\tau$ jumps. Since the mean-square displacement in three dimensions is $6Dt$,

$$
D=\frac{a^2}{6\bar\tau},\qquad D_L=\frac{a^2}{6\tau},\qquad
\frac{D_L}{D}=\frac{1+rK}{1+r}.
$$

This differs from $R$ by the factor $1/(1+r)$, a relative difference of about $10^{-5}$. The origin of the difference is visible at $K=1$. In the jump model a "trap" is then an ordinary site and the ratio is one. In part (b) the traps are storage added to an unchanged lattice: they hold hydrogen but neither carry nor obstruct the current, so the ratio is $1+r$. The distinction is negligible for the present data.

Two numerical tests support this argument. A one-dimensional first-passage calculation with one trap per $10^5$ lattice sites gives 2510.7. A three-dimensional cell of 64 sites, with one trap of binding energy 0.20 eV, gives a long-wavelength slowdown of 36.767, equal to the waiting-time formula to the digits shown.

## (e) Variations over short distances

**Question.** Let lattice hydrogen be captured at rate $k$ and trapped hydrogen released at rate $p$, with $k/p=rK\gg1$. Examine a sinusoidal disturbance of wave number $q$ and find when $D_{\rm eff}$ ceases to describe it.

**Answer.** Let $c$ and $s$ be the amplitudes of the lattice and trapped concentrations. For nearly empty traps,

$$
\dot c=-(D_Lq^2+k)c+ps,\qquad \dot s=kc-ps .
$$

Inserting $c,s\propto e^{-\lambda t}$ gives

$$
(D_Lq^2+k-\lambda)(p-\lambda)-kp=0 .
$$

On expansion, the terms $kp$ cancel:

$$
\lambda^2-(D_Lq^2+k+p)\lambda+pD_Lq^2=0 .
$$

Let $S=D_Lq^2+k+p$. The smaller root is

$$
\lambda_-=\frac{S}{2}\left[1-\sqrt{1-\frac{4pD_Lq^2}{S^2}}\right].
$$

Because $D_Lq^2<S$ and $k<S$, the fraction under the root is less than $4p/k=4/(rK)$, which is small. Expanding the square root to first order gives

$$
\lambda_-\simeq\frac{pD_Lq^2}{D_Lq^2+k+p}.
$$

Relative to the trap-free decay rate $D_Lq^2$, the slowdown of this mode is

$$
\frac{D_Lq^2}{\lambda_-}\simeq1+\frac{k}{p}+\frac{D_Lq^2}{p}
=R+\frac{D_Lq^2}{p}.
$$

The last term is negligible when $D_Lq^2\ll k$, since $R\simeq k/p$. The disturbance must therefore extend over distances much greater than $\sqrt{D_L/k}$, which sets the distance travelled before capture. For shorter waves, the slow mode is limited by release. The other root is close to $S$ and describes rapid lattice diffusion and capture. A single diffusivity cannot represent both.

The 64-site cell of part (d) shows this failure. At $q=0.5/a$ the slowdown of its slowest mode is 149, compared with 36.8 at long wavelength. Here the slowdown is measured against the trap-free decay rate on the lattice, $(1-\cos qa)/(3\tau)$, which reduces to $D_Lq^2$ at small $q$.

For a rough distance at $r=10^{-5}$, use the capture calculation for a cell of 1000 sites with one trap. The mean number of jumps before capture, multiplied by the trap fraction, is 1.383. Carrying this coefficient over to the lower trap density gives $n\simeq1.383/10^{-5}$ jumps before capture. The root-mean-square distance covered in $n$ jumps is $a\sqrt n$, so

$$
\ell\sim a\sqrt{\frac{1.383}{10^{-5}}}\simeq370a .
$$

This distance is $\sqrt6$ times $\sqrt{D_L/k}$, because $D_L=a^2/(6\tau)$ and $k=1/(n\tau)$. It is a slightly low estimate. The coefficient grows as the traps become sparser, towards 1.516, the mean number of visits to its starting site made by a walk on the infinite simple cubic lattice, and that value gives $\ell\simeq390a$. The coefficient may also depend on how the traps are arranged. Local equilibrium requires profiles that change little over such a distance.

## (f) Partly filled traps

**Question.** Keep $\theta_L\ll1$, but allow any $\theta_T$. Find the diffusivity that relates the current to the gradient of total concentration. How much hydrogen is compatible with the factor found in part (c)?

**Answer.** The relation from part (a) becomes

$$
\theta_T=\frac{K\theta_L}{1+K\theta_L},\qquad
1-\theta_T=\frac{1}{1+K\theta_L}.
$$

Differentiation gives

$$
\frac{d\theta_T}{d\theta_L}
=\frac{K(1+K\theta_L)-K^2\theta_L}{(1+K\theta_L)^2}
=\frac{K}{(1+K\theta_L)^2}
=K(1-\theta_T)^2 .
$$

Since $dC_T/dC_L=r\,d\theta_T/d\theta_L$,

$$
\frac{dC}{dC_L}=1+rK(1-\theta_T)^2\equiv R(\theta_T).
$$

The chain rule gives $\nabla C_L=\nabla C/R(\theta_T)$, so

$$
\mathbf J=-\frac{D_L}{R(\theta_T)}\nabla C,\qquad
\frac{\partial C}{\partial t}
=\nabla\cdot\left[\frac{D_L}{R(\theta_T)}\nabla C\right].
$$

The diffusivity now depends on concentration and must remain inside the divergence. For the stated $r$ and $K$:

| $\theta_T$ | Total H per lattice site | $R(\theta_T)$ |
|---:|---:|---:|
| 0.01 | $1.0\times10^{-7}$ | 2461 |
| 0.10 | $1.0\times10^{-6}$ | 2034 |
| 0.50 | $5.0\times10^{-6}$ | 628 |

Direct sums over the possible occupations of a finite set of sites agree with these values within 0.3%.

To first order in $\theta_T$, filling lowers $R$ by the relative amount $2\theta_T$ when $rK\gg1$. Keeping the reduction within about 2% of its empty-trap value therefore requires $\theta_T\lesssim0.01$, or at most about $10^{-7}$ hydrogen atoms per lattice site in total. When the traps are nearly full, $rK(1-\theta_T)^2$ can fall well below one; the diffusivity then returns towards $D_L$.

## (g) What a permeation experiment would show

**Question.** A membrane of thickness $L$ is initially free of hydrogen. From $t=0$, its faces are held at $C_L(0)=C_0$ and $C_L(L)=0$, with $C_0$ low enough that the traps remain nearly empty. Use the capture and release rates of part (e) to find the steady flux and the time lag. Evaluate the lag for $L=100\ \mu\text{m}$ and $D_L=1.00\times10^{-8}\ \text{m}^2/\text{s}$.

**Answer.** The equations are

$$
\frac{\partial C_L}{\partial t}=D_L\frac{\partial^2C_L}{\partial x^2}-kC_L+pC_T,
\qquad
\frac{\partial C_T}{\partial t}=kC_L-pC_T .
$$

In the steady state the second equation gives $C_T=(k/p)C_L=rKC_L$. The exchange terms then cancel in the first equation, leaving $C_L''=0$. Thus

$$
C_L^{\rm ss}=C_0\left(1-\frac{x}{L}\right),\qquad
J_{\rm ss}=\frac{D_LC_0}{L}.
$$

The steady flux is the same as without traps: once filled to their steady level, they release as much hydrogen as they capture.

The time lag is the intercept on the time axis of the long-time straight line for the hydrogen that has left the membrane:

$$
t_{\rm lag}=\int_0^\infty\left[1-\frac{J(L,t)}{J_{\rm ss}}\right]dt .
$$

Define the accumulated deficit

$$
u(x)=\int_0^\infty\left[C_L^{\rm ss}(x)-C_L(x,t)\right]dt .
$$

Add the two rate equations and integrate over time. The left side is the final total concentration, $RC_L^{\rm ss}$, since the membrane began empty. On the right, $\partial^2C_L/\partial x^2=-\partial^2(C_L^{\rm ss}-C_L)/\partial x^2$, because $C_L^{\rm ss}$ is linear in $x$. Therefore

$$
D_Lu''=-RC_0\left(1-\frac{x}{L}\right),\qquad u(0)=u(L)=0 .
$$

Two integrations, using $u(0)=0$, give

$$
u=\frac{RC_0}{D_L}\left(Ax-\frac{x^2}{2}+\frac{x^3}{6L}\right).
$$

The condition $u(L)=0$ requires $A=L/2-L/6=L/3$. The slope at the exit is then

$$
u'(L)=\frac{RC_0}{D_L}\left(\frac L3-L+\frac L2\right)
=-\frac{RC_0L}{6D_L}.
$$

Since $J=-D_L\partial C_L/\partial x$, the time-integrated flux deficit is $-D_Lu'(L)=RC_0L/6$. Dividing by $J_{\rm ss}$ yields

$$
t_{\rm lag}=R\frac{L^2}{6D_L}=\frac{L^2}{6D_{\rm eff}}.
$$

The rates enter through their ratio alone. This result concerns the lag; it does not imply that the whole shape of the transient is independent of the capture rate. Numerical tests at two release rates differing by a factor of 1000 give the same lag and an unchanged steady flux.

For the stated membrane, the trap-free lag is

$$
\frac{(1.00\times10^{-4}\ \text{m})^2}
{6(1.00\times10^{-8}\ \text{m}^2/\text{s})}=0.1667\ \text{s}.
$$

With traps,

$$
t_{\rm lag}=2510.7\times0.1667\ \text{s}\simeq418.5\ \text{s},
\qquad
D_{\rm eff}=\frac{1.00\times10^{-8}}{2510.7}
\simeq3.98\times10^{-12}\ \text{m}^2/\text{s}.
$$

Traps of this kind lengthen the time lag from a fraction of a second to about seven minutes, but they do not lower the steady flux.

## (h) Raising the temperature

**Question.** Taking $r$ and $E_b$ as independent of temperature, find the temperature at which equal amounts of hydrogen are trapped and mobile in the dilute limit. Describe the change in $R$ around it.

**Answer.** Equal amounts mean $rK=1$, hence $R=2$. Taking logarithms,

$$
\frac{E_b}{k_BT_*}=\ln\frac1r,\qquad
T_*=\frac{E_b}{k_B\ln(1/r)}\simeq504\ \text{K}.
$$

At 400 K, $R\simeq20.9$; at 500 K, $R\simeq2.10$; and at 600 K, $R\simeq1.16$. Well below $T_*$, the reduction is controlled by $rK$. Well above it, most hydrogen is on lattice sites and $D_{\rm eff}$ approaches $D_L$. The factor of about 2500 is therefore a result for 300 K and should not be carried to another temperature. The values quoted in these answers can be compared with the numerical output below.

## Numbers as computed

```
Trap sites per lattice site r: 1.0e-05
Binding energy: 0.500 eV
Temperature: 300.0 K
Thermal energy k_B T: 0.025852 eV
E_b/(k_B T): 19.3409
Boltzmann factor K: 2.5097e+08
Trapped/mobile ratio rK: 2509.7
Slowdown R = D_L/D_eff: 2510.7
Mobile fraction 1/R: 3.9829e-04
Mobile fraction, canonical count: 3.9829e-04
Slowdown from first-passage walk: 2510.7
Trap filling: theta_T, total H/lattice site, R formula, R counted
  0.0100  1.00e-07  2460.8  2460.9
  0.1000  1.00e-06  2034.1  2034.2
  0.4996  5.00e-06  629.4  628.0
3D test: 64 sites, one trap, E_b = 0.20 eV
  dwell-time law: 36.767
  long-wave slowdown (q=0.001/jump): 36.767
  short-wave slowdown (q=0.5/jump): 148.822
Capture jumps times trap fraction: 1.383
Estimated capture distance: 372 jump lengths
Permeation: release rate (D_L/L^2), flux ratio, lag ratio
  0.01  1.000000  2510.5
  10.00  1.000000  2510.5
Chosen lattice diffusivity: 1.00e-08 m^2/s
Effective diffusivity: 3.983e-12 m^2/s
Membrane thickness: 100.0 micrometres
Time lag without traps: 0.1667 s
Time lag with traps: 418.5 s
R at 400 K: 20.940
R at 500 K: 2.096
R at 600 K: 1.158
R at 300 K for E_b = 0.49 eV: 1705.7
R at 300 K for E_b = 0.51 eV: 3696.1
Temperature where R = 2: 504.0 K
```
